Variational principle and Kohn-Sham equations for density and magnetization, part 2

Can the density n and magnetization density m serve as variables of an exact ground-state theory, and which one-electron equation reproduces both? Units are Gaussian, μ_B = eħ/2mc, and B acts on spin only. With Pauli matrices σ, b = μ_B B and w = v + b·σ, H = T + W + Σ_i w(r_i), T being kinetic energy and W Coulomb repulsion. With spin density s, m = −μ_B s and ρ = ½(n + s·σ), (w,ρ) = ∫(v n + b·s) d³r.

F is ⟨T+W⟩ in the ground state Ψ of energy E₀, F_L its infimum over states giving ρ, T_s the kinetic energy of non-interacting electrons with that ρ in a potential w_s, E_H the Hartree energy, v_H its potential, and E_xc = F − T_s − E_H.

The first derivation, through ground-state response, gives

dE_xc = (w_s − w − v_H, δρ).   (5)

dE_xc = ∫(v_xc δn − B_xc·δm),  v_xc = δE_xc/δn,  B_xc = −δE_xc/δm.   (6)

With b_xc = μ_B B_xc and w_xc = v_xc + b_xc·σ, both derivations reach

[−(ħ²/2m)∇² + v + v_H + v_xc + μ_B σ·(B + B_xc)] Φ_i = ε_i Φ_i,   (7)

E = Σε_i − E_H + E_xc − ∫v_xc n + ∫B_xc·m.   (8)

The second, by constrained search, varies spinors Φ_i in E[{Φ}] by ξ: δE = 2 Re⟨ξ|ĥ|Φ_i⟩, with ĥ the operator of (7).

w_xc is fixed only up to any u with Ψ an eigenstate of Σ_i u(r_i): case (i), for B along z, where Σ = Σ_i σ_{z,i} has the value M, u = δb σ_z; case (ii), for N = 1, u = λ(r)(1 − ŝ·σ) with λ ≥ 0.

The LSDA, E_xc ≈ ∫f(n₊,n₋) with n± = (n ± |s|)/2 and v± = ∂f/∂n±, gives

v_xc = (v₊ + v₋)/2,  b_xc = ½(v₊ − v₋) ŝ.   (10)

For collinear spins, with v_xc↑,↓ = v_xc ± b_xc,z,

[−(ħ²/2m)∇² + v + v_H ± μ_B B_z + v_xc↑,↓] φ_i↑,↓ = ε_i↑,↓ φ_i↑,↓,   (11)

and for real orbitals a (↑), c (↓),

(ε_a↑ − ε_c↓)⟨c|a⟩ = 2μ_B⟨c|B_z + B_xc,z|a⟩.   (12)

**An exactly solved model**

On a lattice, integrals become site sums and the exact E_xc can be computed. Take an open three-site Hubbard chain with hopping t, on-site repulsion U = 2t, three electrons, v = (0.2, 0, −0.3)t and fields b of size 0.8t along x, y, z on sites 0, 1, 2. Here E_H = (U/2)Σn_i². The ground state is nondegenerate, with gap 1.203t, E₀ = −3.23134t and F = −1.26034t. From the site densities,

(w,ρ) = 0.2(0.98391) − 0.3(1.02070) + 0.8(−0.82940 − 0.66978 − 0.82779) = −1.97100 (in t),

and F + (w,ρ) = −3.23134t as required. Thirty trial densities, taken from ground states of random other potentials, all gave higher energies, the smallest excess among them being 0.179t. A numerical constrained search over wavefunctions with the given (n,s), started from eight random states and two displaced copies of the ground state, gave as its best value −1.260339t, equal to F, at the ground state itself. No run that satisfied the constraints ended lower.

Solving for the w_s that reproduces (n,s) gives a determinant with gap 2.029t and T_s = −1.71213t, so the representability assumed in the first derivation holds here. With E_H = 3.00071t,

E_xc = −1.26034 + 1.71213 − 3.00071 = −2.5489 (in t).

Equation (5) is tested by finite differences of E_xc between neighbouring exact densities. Along one random direction both sides give 0.040669t. The total xc torque is zero to rounding, while the largest local one, on site 1, is 0.00527t. There |s| = 0.741 and |b_xc| = 0.615t from the components, so b_xc departs from −ŝ by an angle with sine 0.00527/(0.741 × 0.615) = 0.012. In this model the exact field is close to the local axis assumed by (10) without lying on it.

For case (i), keep v and take b_z = (0.3, −0.2, 0.4)t. Then M = −1 and E₀ = −2.454952t. The state with M = −3 has one ↓ electron per site, so no hopping and no repulsion, and its energy is Σv − Σb_z = −0.1t − 0.5t = −0.6t. The levels cross when −2.454952t − δb = −0.6t − 3δb, or δb = 0.92748t. At 0.9 of this shift the densities are unchanged to rounding, and beyond the crossing they jump. For case (ii), λ = (0.3, 0.7, 0.5)t leaves the one-electron ground energy at −2.081059t while the next level moves from −1.298729t to −0.942000t.

**The lithium atom in LSDA**

Equation (7) with (10) is solved for Li with Slater exchange, VWN5 correlation and the cc-pVTZ basis, so the equations hold as projected on that basis. Energies are in hartree, E_h = 4.359745×10⁻¹¹ erg, lengths in bohr radii a₀. With μ_B = 9.274010×10⁻²¹ erg/G, a Zeeman energy b = 1 E_h means B = 4.70104×10⁹ G.

At B = 0 the atom is a doublet and the first derivation does not apply directly. A uniform field b₀ẑ lifts the degeneracy and, by case (i), changes no orbital. For b₀ = 0.01 E_h (4.701×10⁷ G) the spin points along −ẑ, and the total energy and the 2s level both fall by 0.010000 E_h, with n unchanged. This holds for the spin-only Hamiltonian. In a real field of this strength the omitted term (e²B²/8mc²)Σ_i(x_i² + y_i²), with ⟨Σ_i r_i²⟩ ≈ 18.3 a₀², would add about 0.0006 E_h. The zero-field solution is the limit b₀ → 0, and by rotation invariance its axis is free.

With the axis at θ = 1.0, φ = 0.5 rad, ∫s = (0.73846, 0.40342, 0.54030), the unit vector along it, and the spin-flip block of the Kohn-Sham matrix reaches 0.0219 E_h. Rotating the spin frame to the axis removes this block to rounding. The diagonal blocks, the occupied levels and the energy then match an independent collinear solution of (11). In what follows ↑ means parallel to the axis. The energy from its parts T_s, ∫vn, E_H, E_xc is

E = 7.224497 − 16.915751 + 4.015099 − 1.667048 = −7.343203 E_h.

Equation (8), with ∫B_xc·m = −∫b_xc·s = +0.020367 E_h, gives

E = −3.852398 − 4.015099 − 1.667048 + 2.170975 + 0.020367 = −7.343203 E_h.

Six decimals serve to compare the formulas within this basis and do not state the accuracy of LSDA or of the basis. A near-complete even-tempered basis gives −7.343957 E_h, lower by 0.00075 E_h.

At r = 2a₀, n = 0.004088 a₀⁻³ and s = 0.003555 a₀⁻³, with v_xc = −0.18892 E_h and b_xc = −0.02751 E_h along the axis. Then

v_xc↑ = −0.18892 − 0.02751 = −0.21643 E_h,
v_xc↓ = −0.18892 + 0.02751 = −0.16140 E_h (to rounding),
B_xc = −0.02751 × 4.70104×10⁹ G = −1.293×10⁸ G.

B_xc is antiparallel to s and so parallel to m, and the majority spin sees the deeper potential. At r = a₀, where s/n = 0.000433/0.062760 = 0.007, the field is −3.15×10⁶ G, small as (10) requires for nearly paired spins. At 3a₀, where s/n = 0.997, it is −1.367×10⁸ G. These are cc-pVTZ values. A near-complete basis gives about −3.04×10⁶, −1.291×10⁸ and −1.374×10⁸ G at a₀, 2a₀ and 3a₀, and in that basis s, and with it b_xc, changes sign in a thin shell between about 0.77a₀ and 0.90a₀. B_xc is no Maxwell field. It comes from the Coulomb repulsion and antisymmetry contained in F, is present at B = 0, and acts on spin alone.

The occupied 2s↑ level lies at −0.116151 E_h and the empty 2s↓ at −0.076877 E_h. Their difference is −0.039274 E_h, and the right side of (12) divided by the overlap (of size 0.99522) gives the same −0.039274 E_h. The splitting is 0.039274 × 27.21139 = 1.069 eV, equivalent to a uniform field of 0.039274/2 × 4.70104×10⁹ = 9.23×10⁷ G. In a near-complete basis the levels are −0.116305 and −0.076855 E_h, giving 1.074 eV and 9.27×10⁷ G. It is a difference of LSDA eigenvalues, not an excitation energy: reversing the spin of the free atom costs nothing.

Imposing m = 0, with half an electron in each 2s spin orbital, gives −7.334417 E_h, higher by 0.008786 E_h = 0.239 eV. An equal mixture of the two doublet states has m = 0, the same n and the exact energy E₀, so an exact functional extended to mixed states would give zero for this difference. The 0.239 eV (0.238 eV in a near-complete basis) is the amount by which LSDA violates that equality.

A non-collinear case results from the formal field b = b₀ẑ + g exp(−r²/a²)(−y, x, 0), with g = 0.01 E_h/a₀ and a = 4a₀, far above laboratory strength. Now Σ is not conserved and ∫s_z = −0.974. At (3,0,0)a₀, ŝ = (0, −0.2633, −0.9647), opposing both components of b, and it makes 30.5° with ŝ at (−3,0,0)a₀. Stationarity of E in the spinors implies dE/dg = ∫s·∂b/∂g, and both sides give −0.243463 a₀ (energy per unit of g). At g = 0 this integral vanishes, since s is along z and ∂b/∂g is transverse, so to leading order E falls as g² and the drop is ½g dE/dg = −0.00122 E_h. The computed drop is −7.3544327 − (−7.3432027 − 0.0100000) = −0.00123 E_h. A larger s,p,d basis shifts these values by 1–2%: ŝ = (0, −0.268, −0.963), 31.1°, dE/dg = −0.2465 a₀ and a drop of −0.00125 E_h. The drop is of second order in the field, the order at which the omitted orbital terms enter, so it describes the spin-only model and not lithium in a real field. The relation δE = 2Re⟨ξ|ĥ|Φ_i⟩ is tested away from self-consistency: along a random rotation of displaced spinors the numerical slope of E and the slope from ĥ are both −0.0170128 E_h, of which b_xc supplies −0.00086 E_h. At self-consistency the slope vanishes within the tolerance 10⁻⁶ E_h and the curvature is positive in the three directions tried. The numerical check contains the lattice and cc-pVTZ values or the numbers from which they are computed. The larger-basis values and the estimate of the A² term are not part of it.

**What each derivation assumes**

For the variational principle, the first derivation needs nondegenerate ground states and defines F only on densities that are ground-state densities of some w, a set with no simple description. In return it proves that Ψ is a functional of (n,m), so that every ground-state expectation value is one too. The second needs only the Rayleigh-Ritz principle, defines F_L on all densities of finite-energy states and covers degenerate levels such as the lithium doublet. It says nothing about uniqueness of the minimizing Ψ until nondegeneracy is added.

For the Kohn-Sham equations, the first derivation assumes that a local w_s exists whose nondegenerate ground state has the interacting density, at ρ₀ and smoothly around it. Differentiability of E_xc along ground-state densities is then a result, eq. (5), and filling the N lowest levels is part of the assumption. The second assumes that a minimizing determinant exists and that E_xc has a local derivative (6) along every density change that a spinor variation can produce. The potential w_s is then a result. Stationarity shows only that the occupied spinors are eigenfunctions of ĥ, and the argument does not show that they are the lowest N. If the minimizing determinant is an excited state of its own ĥ for every choice of the undetermined part of w_xc, the first derivation's assumption fails at that density and filling from the bottom misses the minimum.

Non-uniqueness enters differently as well. In the first derivation it is explicit: some directions δρ cannot be reached, and w_xc is undetermined by just those u of which Ψ is an eigenstate. In the second it hides in the differentiability assumption. Mixing an empty ↓ orbital into an occupied ↑ one changes N↑ − N↓ only at second order in ξ, so the uniform part of B_xc,z never appears as a first derivative of that number. It also drops out of the conditions ⟨ξ|ĥ|Φ_i⟩ = 0: for Φ_i of pure spin a uniform term cσ_z contributes ±c⟨ξ|Φ_i⟩ = 0. It only shifts the ↑ eigenvalues against the ↓ ones.

The two routes suit different objects. The first describes the exact functional, whose derivative is known only along ground-state densities, and the lattice inversion follows it. The second applies unchanged to any explicit approximation such as (10), whose derivative is a formula, and the lithium calculation follows it. For an approximation such as (10) nothing guarantees that the minimum of E[{Φ}] lies above E₀, because E[{Φ}] is then not constructed as the expectation value of H in a state.

Numbers as computed

```
A: t = 1, U = 2.0 t, N = 3; rows (v,bx,by,bz) in t
site 0 pot [t]: 0.20 0.80 0.00 0.00 | n,s: 0.98391 -0.82940 0.22445 -0.10339
site 1 pot [t]: 0.00 0.00 0.80 0.00 | n,s: 0.99540 0.22445 -0.66978 0.22525
site 2 pot [t]: -0.30 0.00 0.00 0.80 | n,s: 1.02070 -0.10339 0.22525 -0.82779
E0 = -3.231342 t, gap = 1.20318 t, F = -1.260339 t
smallest E[trial n,m]-E0 over 30 trial densities = 0.17893 t
constrained search min <T+W> = -1.260339 t, overlap^2 with ground state = 1.000000
Ts = -1.712133 t, EH = 3.000708 t, Exc = -2.548915 t, KS gap = 2.02907 t
site 0 v_xc,b_xc [t]: -0.01150 0.74542 -0.19710 0.09027 | s x b_xc [t]: -0.00012 -0.00220 -0.00383
site 1 v_xc,b_xc [t]: 0.00089 -0.18175 0.55893 -0.18238 | s x b_xc [t]: -0.00374 -0.00000 0.00372
site 2 v_xc,b_xc [t]: 0.01061 0.09004 -0.19730 0.74221 | s x b_xc [t]: 0.00386 0.00221 0.00012
dExc/dh: finite difference 0.040669 t, sum v_xc dn + b_xc.ds 0.040669 t
|total xc torque| = 3.5e-15 t, largest local = 0.00527 t
collinear b_z = 0.3 -0.2 0.4 t: E0 = -2.454952 t, sum s_z = -1.0000
uniform shift keeps n,m up to b = 0.92748 t; change at 0.9 of it: 1.1e-15
one electron, lambda = 0.3 0.7 0.5 t: E0 -2.081059 -> -2.081059 t, E1 -1.298729 -> -0.942000 t
B: mu_B = 9.274010e-21 erg/G, Eh = 4.359745e-11 erg = 27.21139 eV, Eh/mu_B = 4.70104e+09 G
Li LSDA/cc-pVTZ, spin axis theta = 1.0, phi = 0.5 rad; int n = 3.00000, int s = 0.73846 0.40342 0.54030
Ts, Vne, EH, Exc [Eh] = 7.224497 -16.915751 4.015099 -1.667048
E spinor = -7.3432027 Eh, E collinear UKS = -7.3432027 Eh
sum eps = -3.852398, int v_xc n = -2.170975, int b_xc.s = -0.020367 Eh
max spin-flip Fock element: lab frame 0.02188, axis frame 1.3e-15 Eh
eps 1s up, 1s down, 2s up, 2s down(empty) [Eh] = -1.871952 -1.864296 -0.116151 -0.076877
2s: |overlap| = 0.99522, eps_up-eps_down = -0.039274 Eh, 2<b_xc>/overlap = -0.039274 Eh
2s exchange splitting = 1.0687 eV, as a field split/(2 mu_B) = 9.231e+07 G
r = 1 a0: n = 0.062760, s = 0.000433 a0^-3, v_xc = -0.44853, b_xc = -0.00067 Eh
   v_up = -0.44920, v_down = -0.44786 Eh, B_xc along axis = -3.150e+06 G
r = 2 a0: n = 0.004088, s = 0.003555 a0^-3, v_xc = -0.18892, b_xc = -0.02751 Eh
   v_up = -0.21643, v_down = -0.16140 Eh, B_xc along axis = -1.293e+08 G
r = 3 a0: n = 0.002442, s = 0.002435 a0^-3, v_xc = -0.15681, b_xc = -0.02908 Eh
   v_up = -0.18588, v_down = -0.12773 Eh, B_xc along axis = -1.367e+08 G
E(m=0, half-filled 2s) = -7.334417 Eh, gain = 0.008786 Eh = 0.2391 eV
uniform b0 = 0.01 Eh (4.701e+07 G): dE = -0.0100000 Eh, d eps(2s) = -0.010000 Eh
noncollinear g = 0.01 Eh/a0, a = 4.0 a0: E = -7.3544327 Eh, int s = -0.00000 0.00000 -0.97439
dE/dg: finite difference -0.243463 a0, int s.db/dg -0.243463 a0
angle between s(3,0,0) and s(-3,0,0) = 30.530 deg; s_hat(3,0,0) = -0.0000 -0.2633 -0.9647
displaced spinors: dE/dtheta numeric -0.0170128, Tr(F dP) -0.0170128, b_xc part -0.0008592 Eh
at self-consistency: dE/dtheta = 7.4e-10 Eh, curvature = 2.5793 Eh
```
